# Choosing the number of block-Lanczos steps when downfolding remote states

Suppose a band calculation keeps four plane waves and discards the other 608. In the model crystal treated below, this moves the four lowest bands by up to 0.19 Ha. Restoring the 32 remote plane waves of lowest kinetic energy still leaves an error of 0.031 Ha. If the 32 restored states are instead built from the coupling between the discarded and the kept waves by eight block-Lanczos steps, the error is 0.0012 Ha at the same matrix size.

The setting discussed here is the number of steps, \(n\). It fixes how many moments of the remote block's self-energy survive the compression. It does not by itself fix the error of a band energy, and the two must be judged separately.

## What is being compressed

Let the Hermitian Hamiltonian be divided into a kept block \(A\) with \(p\) orthonormal states and a remote block \(B\) with \(N\) states. Write \(H\equiv H_{BB}\) and \(C\equiv H_{BA}\), so that \(H_{AB}=C^\dagger\). The eigenvalue equation is

\[
H_{AA}a+C^\dagger b=Ea,\qquad Ca+Hb=Eb .
\]

If \(E\) is not an eigenvalue of \(H\), the second equation gives \(b=(E-H)^{-1}Ca\). Inserting this in the first gives

\[
[H_{AA}+\Sigma(E)]a=Ea,\qquad \Sigma(z)=C^\dagger(z-H)^{-1}C .
\]

For \(|z|>\|H\|\), where \(\|\cdot\|\) is the largest singular value, the geometric series gives

\[
\Sigma(z)=\sum_{m\ge0}\frac{M_m}{z^{m+1}},\qquad M_m=C^\dagger H^mC .
\]

The moment \(M_0\) measures the total coupling strength, and higher moments describe how that strength is spread over remote energies. The claim is that \(n\) steps preserve \(M_0,\dots,M_{2n-1}\), which are the first \(2n\) moments.

## The recursion

Factor the coupling as \(C=Q_1R_0\), where \(Q_1^\dagger Q_1=1\) and \(R_0\) has linearly independent rows. A singular-value decomposition does this: directions with zero singular value are dropped, so \(Q_1\) may have fewer than \(p\) columns. This is deflation. In floating-point work a small threshold replaces zero, and the results below then hold up to the size of what was dropped.

For \(j=1,2,\dots\) set \(A_j=Q_j^\dagger HQ_j\) and

\[
W_j=HQ_j-Q_jA_j-Q_{j-1}R_{j-1}^\dagger,\qquad W_j=Q_{j+1}R_j,
\]

with the \(Q_{j-1}\) term absent for \(j=1\). The second equation is the same kind of factorization as before.

Two subtractions suffice to make \(W_j\) orthogonal to every earlier block. Assume that \(Q_1,\dots,Q_j\) are mutually orthonormal.

- Against \(Q_j\): \(Q_j^\dagger W_j=A_j-A_j=0\).
- Against \(Q_{j-1}\): the previous step reads \(HQ_{j-1}=Q_{j-2}R_{j-2}^\dagger+Q_{j-1}A_{j-1}+Q_jR_{j-1}\). Hence \(Q_{j-1}^\dagger HQ_j=(HQ_{j-1})^\dagger Q_j=R_{j-1}^\dagger\), which the last subtraction cancels.
- Against \(Q_i\) with \(i<j-1\): \(HQ_i\) contains no block beyond \(Q_{i+1}\), so \((HQ_i)^\dagger Q_j=0\).

The columns of \(Q_{j+1}\) lie in the range of \(W_j\) and inherit this orthogonality, which completes the induction.

One step means one basis block. After \(n\) steps, put \(V=(Q_1,\dots,Q_n)\). The matrix \(T=V^\dagger HV\) is block tridiagonal, with \(A_j\) on the diagonal, \(R_j\) below it and \(R_j^\dagger\) above it. Let \(E_j\) be the columns of the identity that select block \(j\). The recursion becomes

\[
HV=VT+Q_{n+1}R_nE_n^\dagger,\qquad V^\dagger Q_{n+1}=0. \tag{1}
\]

The coupling in the new basis is \(G=V^\dagger C=E_1R_0\), and \(C=VG\) without loss. The compressed self-energy is

\[
\Sigma_n(z)=G^\dagger(z-T)^{-1}G .
\]

## Why 2n moments survive

First, \(H^jC=VT^jG\) for \(0\le j\le n-1\). It holds for \(j=0\). If it holds for some \(j\), equation (1) gives

\[
H^{j+1}C=HVT^jG=VT^{j+1}G+Q_{n+1}R_nE_n^\dagger T^jE_1R_0 .
\]

Each factor of \(T\) moves at most one block away from the first, so \(T^jE_1\) reaches no further than block \(j+1\). The last term therefore vanishes for \(j\le n-2\), which carries the statement up to power \(n-1\).

For \(m=j+k\) with both \(j,k\le n-1\),

\[
M_m=(H^jC)^\dagger(H^kC)=G^\dagger T^jV^\dagger VT^kG=G^\dagger T^mG .
\]

This covers \(m\le2n-2\). One more moment follows by placing an \(H\) between two vectors of highest power:

\[
M_{2n-1}=G^\dagger T^{n-1}(V^\dagger HV)T^{n-1}G=G^\dagger T^{2n-1}G .
\]

The next moment shows where the agreement ends. For \(j=n-1\) there is a single route from block 1 to block \(n\), one step down at each factor, so \(E_n^\dagger T^{n-1}E_1=R_{n-1}\cdots R_1\). Thus

\[
H^nC=VT^nG+Q_{n+1}P_n,\qquad P_n=R_nR_{n-1}\cdots R_0 .
\]

Multiplying this by its adjoint, with the cross terms removed by \(V^\dagger Q_{n+1}=0\), gives

\[
M_{2n}-G^\dagger T^{2n}G=P_n^\dagger P_n . \tag{2}
\]

The missing part is positive semidefinite. Every \(R_j\) has independent rows, and so has their product; \(P_n\) therefore vanishes only when \(Q_{n+1}\) is empty. In that case \(V\) spans a space closed under \(H\), and \(\Sigma_n=\Sigma\). Otherwise the count \(2n\) cannot be improved. At large \(|z|\) the error starts as \(P_n^\dagger P_n/z^{2n+1}\).

The kept block's Green function \(g=(z-H_{AA}-\Sigma)^{-1}\) gains two further orders. With \(g_n\) built from \(\Sigma_n\), one has \(g-g_n=g(\Sigma-\Sigma_n)g_n\), and each outer factor falls as \(1/z\). The difference starts at \(z^{-(2n+3)}\), so the \(A\) block of the \(m\)th power of the full Hamiltonian is preserved for \(m\le2n+1\).

## A case small enough for hand calculation

Take one kept state, remote levels 1 and 3, and both couplings equal to 1, in arbitrary energy units. The moments are \(M_m=1+3^m\), that is 2, 4, 10. One step gives \(R_0=\sqrt2\), \(Q_1=(1,1)^T/\sqrt2\) and \(A_1=2\), so

\[
\Sigma_1(z)=\frac{2}{z-2},
\]

whose moments are 2, 4, 8. Two agree. The residual block is \(W_1=(-1,1)^T/\sqrt2\), hence \(R_1=1\), and equation (2) predicts a deficit of \((1\cdot\sqrt2)^2=2\), as found.

At \(z=0\), below both levels, the exact value is \(-1-\tfrac13=-\tfrac43\) and the compressed one is \(-1\), a usable first estimate. At \(z=2\), between the levels, the exact value is \(1-1=0\), while \(\Sigma_1\) has a pole. Both statements concern the same function with the same two correct moments. A second step exhausts the block and makes the result exact.

## From moments to an error at a given energy

Put \(y(z)=(z-T)^{-1}G\), with \(z\) outside the spectra of \(H\) and \(T\). The approximate solution of \((z-H)X=C\) is \(Vy\), and equation (1) gives its residual:

\[
\begin{aligned}
r(z)&=C-(z-H)Vy\\
&=VG-V(z-T)y+Q_{n+1}R_nE_n^\dagger y\\
&=Q_{n+1}R_nE_n^\dagger y(z).
\end{aligned}
\]

The first two terms cancel by the definition of \(y\). The residual is orthogonal to \(V\), and its norm needs small matrices only.

Since \((z-H)^{-1}C=Vy+(z-H)^{-1}r\) and \(C^\dagger Vy=G^\dagger y=\Sigma_n\), the error is \(C^\dagger(z-H)^{-1}r(z)\). Now use the same decomposition at \(z^*\) for the left factor:

\[
C^\dagger(z-H)^{-1}=\left[Vy(z^*)+(z^*-H)^{-1}r(z^*)\right]^\dagger .
\]

The \(V\) term drops out against \(r(z)\), leaving

\[
\Sigma(z)-\Sigma_n(z)=r(z^*)^\dagger(z-H)^{-1}r(z). \tag{3}
\]

Let \(E_{\min}\) be the lowest eigenvalue of \(H\). For real \(E<E_{\min}\) the inverse in (3) is negative definite. The compressed self-energy therefore lies above the exact one, in the sense of Hermitian matrices, and

\[
\|\Sigma(E)-\Sigma_n(E)\|\le\frac{\|r(E)\|^2}{E_{\min}-E}. \tag{4}
\]

In the hand example at \(E=0\), \(\|r\|^2=\tfrac12\), so the bound is \(\tfrac12\) and the error \(\tfrac13\). In practice \(E_{\min}\) may be replaced by a lower estimate that still exceeds \(E\). The lowest eigenvalue of \(T\) will not serve, since it lies at or above \(E_{\min}\).

Inside the remote spectrum, (3) gives \(\|r(z^*)\|\,\|r(z)\|/|\mathrm{Im}\,z|\) as the bound, which offers little protection when the broadening is small.

## Use the enlarged matrix

The energy-dependent equation need not be solved by iteration. Diagonalize

\[
H_n=\begin{pmatrix}H_{AA}&G^\dagger\\ G&T\end{pmatrix}
\]

once. Eliminating its lower block returns \(H_{AA}+\Sigma_n(E)\). This matrix is the full Hamiltonian projected on the kept states and the columns of \(V\). By the min-max principle, its eigenvalues, numbered from the bottom, are not below the corresponding exact ones. The space for \(n+1\) contains that for \(n\), so each numbered eigenvalue can only fall or stay as \(n\) grows.

## A model crystal

The example is a two-dimensional one-electron model with round parameters, representing no particular material. A square cell of side \(L=8\) bohr holds Gaussian wells \(-U_s e^{-|\mathbf r-\boldsymbol\tau_s|^2/2w^2}\), repeated periodically. Their width is \(w=0.5\) bohr, their depths are 2 and 1 Ha, and they sit at \((0,0)\) and \((0.3,0.4)L\). The integral of a Gaussian times \(e^{-i\mathbf G\cdot\mathbf r}\), divided by the cell area, gives

\[
V_{\mathbf G}=-\frac{2\pi w^2}{L^2}e^{-G^2w^2/2}\sum_sU_se^{-i\mathbf G\cdot\boldsymbol\tau_s}.
\]

The Hamiltonian is \(\tfrac12|\mathbf k+\mathbf G|^2\delta_{\mathbf G\mathbf G'}+V_{\mathbf G-\mathbf G'}\), at the fixed point \(\mathbf k=(0.45,0.40)\,2\pi/L\). Block \(A\) holds the four plane waves of lowest kinetic energy, and \(B\) the 608 others up to 60 Ha. Raising the cutoff to 90 Ha moves the four bands by at most \(4\times10^{-10}\) Ha, so the errors below come from the compression. Those errors do depend on the cutoff at fixed \(n\): for \(n=8\) the largest band error is 1.2 mHa at 60 Ha and 1.5 mHa at 90 Ha. The number of steps must therefore be converged at the cutoff actually used.

The bands lie at \(-0.2268\), 0.0196, 0.1371 and 0.1659 Ha, all below the remote spectrum, which starts at 0.3111 Ha.

**Moments.** For \(n=3\), the traces of \(M_0\) to \(M_5\) agree with the exact ones to all nine printed digits. For \(m=6\) the exact trace is 5120.1 and the reduced one 4866.4 Ha\(^8\). The deficit of 253.7 is positive, as (2) requires, and is 5.0% of the exact trace. Over \(n=1\) to 4, the largest relative error of any moment that should be kept is \(4\times10^{-15}\).

**Self-energy.** Take as reference energy the mean diagonal element of \(H_{AA}\). The mean kinetic energy is \(\tfrac12(2\pi/8)^2\times0.5125=0.1581\) Ha and \(V_0=-0.0736\) Ha, so \(E=0.0844\) Ha. There \(\|\Sigma\|=0.423\) Ha, and the errors relative to it are 69%, 46%, 23% and 3.9% for \(n=1,2,4,8\). Eight correct moments thus coexist with a 23% error.

The reason lies in the weights. A remote level at energy \(\varepsilon\) enters \(M_m\) with weight \(\varepsilon^m\), but enters \(\Sigma(E)\) with weight \(1/(E-\varepsilon)\). The ratio of the traces of \(M_6\) and \(M_5\) is \(5120.1/451.3=11.3\) Ha, which is the mean remote energy seen with weight \(\varepsilon^5\). High moments describe states far above the bands.

**Bands.** The table gives the largest error among the four bands, in mHa, relative to full diagonalization. All three methods add the same number of remote states, \(4n\).

| \(n\) | Lanczos | plane waves | eigenstates of \(H\) |
|---|---|---|---|
| 1 | 82.7 | 153.5 | 22.4 |
| 2 | 36.3 | 115.2 | 20.6 |
| 4 | 11.2 | 72.7 | 7.5 |
| 6 | 3.7 | 46.3 | 4.1 |
| 8 | 1.2 | 30.8 | 2.1 |

Lanczos is better than plane-wave truncation in every row. It is not always better than keeping the lowest eigenstates of the remote block: those win up to \(n=5\) (5.4 against 6.0 mHa there), and Lanczos leads at 6 and 8. The eigenstates must first be computed, however, whereas Lanczos needs only products of \(H\) with a few columns. Their early lead reflects both strong coupling and small energy denominators. The four lowest remote eigenstates carry 52% of the trace of \(M_0\), and they supply 88% of the trace of \(\Sigma\) at the reference energy.

## Setting the number of steps

**Converge the quantity you need.** Increase \(n\) until the band energies stop moving on the scale of interest. They approach from above when numbered from the bottom, but a small change between two steps is evidence and not a bound. In this model \(n=8\) leaves 1.2 mHa, or 32 meV. From \(n=6\) to 8 the error fell by a factor of 3.1. At that rate six more steps would bring it near 1 meV, and a run with \(n=14\) gives 1.3 meV. The rate will differ in other systems.

**Do not stop on the bound alone.** Bound (4) is safe but can be very loose. At the reference energy it is 1.3, 1.6, 2.1 and 0.49 Ha for \(n=1,2,4,8\). It rises at first, and it exceeds \(\|\Sigma\|\) itself for every \(n\) up to 8. The bound treats the whole residual as if it sat at \(E_{\min}\), only 0.227 Ha above \(E\). For \(n=8\), \(\|r\|^2=0.485\times0.227=0.110\) Ha\(^2\), and dividing by the actual error of 0.0166 Ha gives 6.6 Ha. By (3), the largest component of the residual has a harmonic-mean distance from \(E\) of at least this value, so it lies mostly far above the edge.

**Keep nearby states in \(A\).** The sign of the self-energy error and bound (4) require energies below the remote spectrum. A remote level close to the bands belongs in the kept block. Such a level is an eigenstate of \(H\), not a single plane wave, and the difference matters. With the four lowest remote eigenstates moved into \(A\), seven steps give a largest band error of 0.20 mHa at matrix size 36, against 1.2 mHa for the original block with eight steps. Enlarging \(A\) to six plane waves and taking five steps, at the same size, gives 4.1 mHa. The sixth and seventh plane waves have equal kinetic energy; either choice gives this value.

**Do not read spectra inside the remote range from a small \(n\).** With \(n=8\), \(\Sigma_n\) has at most 32 poles in place of up to 608. On 81 energies from 1 to 3 Ha, with a broadening of 0.01 Ha, its worst error is 13 times the norm of the exact self-energy at the same energy. This maximum depends on the grid (17 on 401 energies); the median error is about 1.2 times the norm. At the reference energy, below the remote spectrum, the same compression is wrong by 3.9%. In this model a larger broadening reduces the error inside the remote range more than a moderate number of extra steps does, but it also blurs the spectrum being computed. With a broadening of 0.5 Ha the worst error for \(n=8\) is 31%, whereas at 0.01 Ha even 40 steps leave an error 6 times the exact norm.

**Reorthogonalize.** The recursion subtracts only two blocks, so rounding errors along older ones are never removed. A diagonal test matrix shows the effect: 198 levels evenly spaced from 0 to 1, two more at 5 and 10, and two random starting columns. After 40 steps \(\|V^\dagger V-1\|\) is 3.0, and the proof above no longer applies. Projecting each new block twice against all earlier ones reduces it to \(1.3\times10^{-15}\). The loss is driven by the early convergence of the two isolated levels: without them, the bare recursion stays below \(10^{-10}\) in this test, over 20 different random starts.

**Count the cost.** For a dense remote block, the products with \(H\) take of order \(N^2np\) operations, reorthogonalization \(N(np)^2\), and the final diagonalization \((p+np)^3\), against \((N+p)^3\) for the full problem. The saving disappears as \(np\) approaches \(N\). The compression must be repeated at each \(\mathbf k\), since the moment identity refers to the \(H\) and \(C\) from which \(V\) was built.

Most of the values quoted are in the numerical output below. Full diagonalization is the reference for this one-electron model alone; interactions between electrons, spin-orbit coupling and lattice motion are outside it, and more Lanczos steps do not bring them in.

## Table of computed values

```
cell side 8.0 bohr, well width 0.5 bohr
well depths 2.0, 1.0 Ha
well sites / cell side: [[0.0, 0.0], [0.3, 0.4]]
k / (2 pi / cell side): [0.45, 0.4]
kinetic cutoff 60 Ha, check at 90 Ha
kept states 4, remote states 608
remote spectrum 0.3111 to 59.7225 Ha
band energies (Ha): -0.226845 0.019632 0.137115 0.165950
largest band shift at the check cutoff: 3.7e-10 Ha
trace of moment m, exact | n=3 reduced (Ha^(m+2))
 m=0: 2.01714086e-01 | 2.01714086e-01
 m=1: 3.01236298e-01 | 3.01236298e-01
 m=2: 1.09088487e+00 | 1.09088487e+00
 m=3: 6.27135737e+00 | 6.27135737e+00
 m=4: 4.78245833e+01 | 4.78245833e+01
 m=5: 4.51274627e+02 | 4.51274627e+02
 m=6: 5.12011536e+03 | 4.86638972e+03
worst relative error, kept moments, n=1-4: 4.3e-15
first lost moment m=2n, relative norm of the gap:
  n=1: 6.010e-01, n=2: 1.667e-01, n=3: 6.342e-02, n=4: 5.682e-02
reference energy below remote block: 0.084437 Ha
norm of exact self-energy there: 4.227988e-01 Ha
self-energy error | bound (Ha)
 n=1: 2.927e-01 | 1.293e+00
 n=2: 1.963e-01 | 1.552e+00
 n=4: 9.527e-02 | 2.069e+00
 n=8: 1.663e-02 | 4.850e-01
largest band error with no remote states: 1.883e-01 Ha
largest band error (Ha) at equal matrix size:
 n, size: Lanczos | plane waves | H_BB eigenstates
 1, 8: 8.267e-02 | 1.535e-01 | 2.240e-02
 2, 12: 3.630e-02 | 1.152e-01 | 2.063e-02
 3, 16: 1.746e-02 | 8.980e-02 | 1.131e-02
 4, 20: 1.119e-02 | 7.272e-02 | 7.494e-03
 6, 28: 3.721e-03 | 4.630e-02 | 4.058e-03
 8, 36: 1.186e-03 | 3.080e-02 | 2.088e-03
Lanczos n=8 band error: 3.227e+01 meV
n=8 relative self-energy error below remote block: 3.93e-02
n=8 worst such error, 1 to 3 Ha, eta=0.01 Ha: 1.30e+01
orthogonality error, 40 steps, 200-state test matrix:
  bare 3.0e+00, reorthogonalized 1.3e-15
```
